\section*{Current Conservation in the Self-Consistent Born Approximation and Its One-Shot Violation}

\section{Statement}

A device with Hermitian one-electron matrix $H$, in an orthonormal basis, is connected to non-interacting leads $\alpha$ and to harmonic modes $q$. Mode $q$ has energy $\omega_q$, fixed occupation $N_q$ and Hermitian coupling matrix $M_q$, and acts inside the device alone. Energies are in eV, and $\hbar=1$ except in current prefactors.

The Green functions per spin are $G^<_{ij}(t)=i\langle c_j^\dagger(0)c_i(t)\rangle$ and $G^>_{ij}(t)=-i\langle c_i(t)c_j^\dagger(0)\rangle$. Retarded functions are $X^r(t)=\theta(t)[X^>(t)-X^<(t)]$, apart from instantaneous terms, which are Hermitian and are absorbed in $H$. In particular, the phonon mean-field (Hartree) shift is treated as part of a fixed $H$ and is not updated with the electron density. Advanced functions are $X^a(E)=X^r(E)^\dagger$. Hence
\begin{equation}
X^r-X^a=X^>-X^< ,\qquad X=G,\Sigma .
\label{spectral}
\end{equation}

The Born self-energy is $\Sigma^{\lessgtr}(t)=i\sum_q M_qG^{\lessgtr}(t)M_q\,D_q^{\lessgtr}(t)$, with the free-phonon functions
\begin{align}
D_q^<(t)&=-i[N_qe^{-i\omega_qt}+(N_q+1)e^{i\omega_qt}],\\
D_q^>(t)&=-i[(N_q+1)e^{-i\omega_qt}+N_qe^{i\omega_qt}].
\end{align}
In the Fourier integral with $e^{iEt}$, a factor $e^{\mp i\omega t}$ replaces $E$ by $E\mp\omega$. Therefore
\begin{align}
\Sigma^<[G](E)&=\sum_qM_q[N_qG^<(E-\omega_q)+(N_q+1)G^<(E+\omega_q)]M_q,\label{sless}\\
\Sigma^>[G](E)&=\sum_qM_q[(N_q+1)G^>(E-\omega_q)+N_qG^>(E+\omega_q)]M_q.\label{sgreat}
\end{align}

\paragraph{Theorem.} Let the state be steady, let every device state decay into a lead, and let the integrals below converge absolutely.

(a) If the $G$ inserted in $\Sigma[G]$ is also the solution of Dyson's equation with that $\Sigma$, then
\begin{equation}
\int dE\,\mathrm{Tr}[\Sigma^<G^>-\Sigma^>G^<]=0,
\label{main}
\end{equation}
and the lead currents sum to zero.

(b) Let $G_0$ be the ballistic Green function and $G_1$ the single Dyson solution with $\Sigma[G_0]$. There are non-equilibrium devices for which the integral with $\Sigma[G_0]$ and $G_1$ is not zero, so that the lead currents do not balance.

Part (a) concerns the integral. Phonons move electrons between energies, so the integrand need not vanish.

\section{Currents and the total balance}

Let $V$ couple lead $\alpha$ to the device, $H_T=\sum_{ik}V_{ik}d_i^\dagger c_k+\mathrm{h.c.}$ The flow into the device is $i\langle[H_T,N_d]\rangle/\hbar$. Since $[d_i^\dagger c_k,N_d]=-d_i^\dagger c_k$ and $\langle d_i^\dagger c_k\rangle=-iG^<_{ki}(t=0)$, it equals
\begin{equation}
\frac1h\int dE\,\mathrm{Tr}[G^<_{d\alpha}V^\dagger-VG^<_{\alpha d}].
\label{flow}
\end{equation}
For non-interacting leads with isolated Green function $g$, the contour relations are $G_{d\alpha}=GVg$ and $G_{\alpha d}=gV^\dagger G$. The lesser part of a contour product is $(AB)^<=A^rB^<+A^<B^a$. With $\Sigma_\alpha=VgV^\dagger$, cyclicity and (\ref{spectral}), the trace becomes
\begin{align}
&\mathrm{Tr}[G^r\Sigma_\alpha^<+G^<\Sigma_\alpha^a-\Sigma_\alpha^rG^<-\Sigma_\alpha^<G^a]\nonumber\\
&=\mathrm{Tr}[\Sigma_\alpha^<(G^>-G^<)-(\Sigma_\alpha^>-\Sigma_\alpha^<)G^<]
=\mathrm{Tr}[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<].
\end{align}
With two spins, and counting particle flow times $e>0$,
\begin{equation}
I_\alpha=\frac{2e}{h}\int dE\,\mathrm{Tr}[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<].
\label{current}
\end{equation}
The first term fills empty device states and the second empties filled ones.

\paragraph{Lemma 1.} Let $\Sigma_t=\sum_\alpha\Sigma_\alpha+\Sigma$, where $\Sigma$ is any scattering self-energy obeying (\ref{spectral}), self-consistent or not. Then $\mathrm{Tr}[\Sigma_t^<G^>-\Sigma_t^>G^<]=0$ at each energy.

\emph{Proof.} Let $G_d$ belong to the isolated device. The lesser part of $G=G_d+G_d\Sigma_tG$, solved for $G^<$, is
\begin{equation}
G^<=G^r\Sigma_t^<G^a+(1+G^r\Sigma_t^r)G_d^<(1+\Sigma_t^aG^a).
\end{equation}
Here $1+G^r\Sigma_t^r=G^r(E-H)$, while $G_d^<$ contains delta functions at the eigenvalues of $H$, so the last term vanishes when every state decays. The greater part is treated in the same way, giving $G^{\lessgtr}=G^r\Sigma_t^{\lessgtr}G^a$.

From $(G^r)^{-1}=E-H-\Sigma_t^r$ and its adjoint, $(G^a)^{-1}-(G^r)^{-1}=\Sigma_t^r-\Sigma_t^a$. Multiplying by $G^a$ on the left and $G^r$ on the right gives
\begin{equation}
G^r-G^a=G^a(\Sigma_t^r-\Sigma_t^a)G^r .
\label{diff}
\end{equation}
The opposite order of factors gives $G^r-G^a=G^r(\Sigma_t^>-\Sigma_t^<)G^a=G^>-G^<$, consistent with (\ref{spectral}). Now add and subtract $\Sigma_t^<G^<$:
\begin{align}
\mathrm{Tr}[\Sigma_t^<G^>-\Sigma_t^>G^<]
&=\mathrm{Tr}[\Sigma_t^<(G^r-G^a)]-\mathrm{Tr}[(\Sigma_t^r-\Sigma_t^a)G^r\Sigma_t^<G^a]\nonumber\\
&=\mathrm{Tr}[\Sigma_t^<\{G^r-G^a-G^a(\Sigma_t^r-\Sigma_t^a)G^r\}]=0,
\end{align}
by cyclicity and (\ref{diff}). $\square$

Separating leads from phonons yields
\begin{equation}
\sum_\alpha I_\alpha=-\frac{2e}{h}L,\qquad
L=\int dE\,\mathrm{Tr}[\Sigma^<G^>-\Sigma^>G^<].
\label{leak}
\end{equation}
A positive leak $L$ means that the approximate scattering term creates electrons. The lemma is no longer guaranteed if a broadening $-i\eta$ is inserted in $G^r$ without matching lesser and greater parts, because (\ref{spectral}) is then lost. The trace can still vanish. With $G^{\lessgtr}=G^r\Sigma_t^{\lessgtr}G^a$ and diagonal $\Sigma_t$ it equals $\sum_{ij}\Sigma^<_{t,ii}\Sigma^>_{t,jj}\,(|G^r_{ij}|^2-|G^r_{ji}|^2)$. This is zero for a single level, and also for any real $H$, because $G^r$ is then symmetric. The chain with site modes below is such a case, so a balanced total does not reveal an added $\eta$.

\section{Proof of conservation}

For two functions $X,Y$ define $B(X,Y)=\int dE\,\mathrm{Tr}[\Sigma^<[X]Y^>-\Sigma^>[X]Y^<]$.

\paragraph{Lemma 2.} $B(X,Y)=-B(Y,X)$.

\emph{Proof.} Insert (\ref{sless}) and (\ref{sgreat}), and replace $E$ by $E+\omega_q$ in the terms containing $E-\omega_q$. Write $E'=E+\omega_q$ and suppress $q$ on $M$ and $N$:
\begin{align}
B(X,Y)=\sum_q\int dE\,\{&N\,\mathrm{Tr}[MX^<(E)MY^>(E')-MX^>(E')MY^<(E)]\nonumber\\
+(N+1)\,&\mathrm{Tr}[MX^<(E')MY^>(E)-MX^>(E)MY^<(E')]\}.
\label{pairs}
\end{align}
Exchange $X$ and $Y$ and use $\mathrm{Tr}[MAMC]=\mathrm{Tr}[MCMA]$. In each line the two terms trade places with opposite signs. $\square$

Self-consistency means $L=B(G,G)$. Antisymmetry gives $B(G,G)=-B(G,G)=0$, which is (\ref{main}); then (\ref{leak}) gives $\sum_\alpha I_\alpha=0$. This proves part (a). $\square$

Equation (\ref{pairs}) shows the physical content. With $X=Y=G$, emission removes an electron at $E'$ and deposits it at $E$, with the same rate in both entries of the account. In the one-shot scheme the deposit uses filled states of $G_0$ and empty states of $G_1$, whereas the removal uses filled states of $G_1$ and empty states of $G_0$. The entries need not agree.

The proof nowhere uses the Hermitian part of $\Sigma^r$. Dropping it can change the current but does not spoil its conservation. The proof also survives on a uniform energy grid if each $\omega_q$ is a whole number of steps, all grid points carry the same weight, and $G^{\lessgtr}$ is set to zero outside the window: both members of each canceling pair are then kept or lost together.

\paragraph{Corollary (bond currents).} Subtracting $G^<(E-H-\Sigma_t^a)=G^r\Sigma_t^<$ from $(E-H-\Sigma_t^r)G^<=\Sigma_t^<G^a$ gives
\begin{equation}
G^<H-HG^<=\Sigma_t^rG^<+\Sigma_t^<G^a-G^r\Sigma_t^<-G^<\Sigma_t^a .
\end{equation}
If the leads and modes each act on single sites, $\Sigma_t$ is diagonal. Taking element $ii$ and using (\ref{spectral}),
\begin{equation}
\sum_j[H_{ij}G^<_{ji}-H_{ji}G^<_{ij}]=(\Sigma_t^<G^>-\Sigma_t^>G^<)_{ii}.
\label{site}
\end{equation}
By (\ref{flow}), with $V$ replaced by a hopping element, each bracket is the flow from $i$ to $j$. For one-site modes, Lemma 2 applies to each site separately, so the integrated phonon term in (\ref{site}) vanishes site by site. In a chain contacted at its ends, every bond therefore carries the lead current. If $M_q$ has off-diagonal elements, the coupling itself moves electrons between sites: (\ref{site}) need not hold and the bare hopping current need not be uniform, although the lead currents still balance. An off-diagonal $\Sigma$ alone does not have this effect. A mode with diagonal $M_q$ on several sites gives $\Sigma_{ij}\propto M_{ii}G_{ij}M_{jj}$, but it commutes with every site occupation, and with the full retarded self-energy the self-consistent bond currents remain uniform.

\section{What one iteration misses}

Let $G_n$ solve Dyson's equation with $\Sigma[G_{n-1}]$, and let all couplings scale with $M$. Since $B(X,X)=0$,
\begin{equation}
L_n=B(G_{n-1},G_n)=B(G_{n-1},G_n-G_{n-1}).
\end{equation}
The map $\Sigma[G]$ is linear in $G$ and carries $M^2$. Thus $G_1-G_0=O(M^2)$, each further difference gains a factor $M^2$, and $L_n=O(M^{2n+2})$. The one-shot current is conserved at order $M^2$ and can first fail at $M^4$.

Equilibrium hides the failure. With all leads at chemical potential $\mu$ and inverse temperature $\beta$, $G_0^>=-e^{\beta(E-\mu)}G_0^<$. For phonons at the same temperature, $(N_q+1)e^{-\beta\omega_q}=N_q$, so term by term (\ref{sgreat}) equals $-e^{\beta(E-\mu)}$ times (\ref{sless}). Then $G_1$ obeys the same relation, and the two terms in $\mathrm{Tr}[\Sigma^<G_1^>-\Sigma^>G_1^<]$ cancel at each energy.

\section{Proof of the violation}

Take one level at zero energy with energy-independent lead broadenings $\Gamma_L,\Gamma_R>0$, the left lead full and the right lead empty at all energies. Let $\Gamma=\Gamma_L+\Gamma_R$, $s=\Gamma/2$, $f=\Gamma_L/\Gamma$, $\gamma=M^2$, and one mode have energy $\omega$. Define $g(E)=1/(E+is)$, $a(E)=\Gamma|g|^2$, and write $g_\pm=g(E\pm\omega)$, $a_\pm=a(E\pm\omega)$.

The lead terms are $i\Gamma_L$ (lesser) and $-i\Gamma_R$ (greater), so $G_0^<=ifa$, $G_0^>=-i(1-f)a$, and
\begin{align}
\Sigma^<&=i\gamma f[Na_-+(N+1)a_+],\\
\Sigma^>&=-i\gamma(1-f)[(N+1)a_-+Na_+].
\end{align}
The scattering broadening $\Gamma_s=i(\Sigma^>-\Sigma^<)$ is $\gamma[(N+1-f)a_-+(N+f)a_+]$. Since $a=-2\,\mathrm{Im}\,g$, and $g$ is analytic in the upper half-plane and decays, the corresponding retarded function is
\begin{equation}
\Sigma^r=\gamma[(N+1-f)g_-+(N+f)g_+].
\end{equation}

In $L$, the products of $\Sigma^<$ with $\Sigma^>$ cancel, leaving $|G_1^r|^2[\Sigma^<(-i\Gamma_R)-\Sigma^>(i\Gamma_L)]$. Using $f\Gamma_R=(1-f)\Gamma_L=\Gamma_L\Gamma_R/\Gamma$,
\begin{equation}
L=\gamma\frac{\Gamma_L\Gamma_R}{\Gamma}\int dE\,(a_+-a_-)|G_1^r|^2 .
\label{level}
\end{equation}
The difference $a_+-a_-$ is odd in $E$, so only the odd part of $|G_1^r|^2$ contributes. From $G_1^r=g+g\Sigma^rg+O(\gamma^2)$,
\begin{equation}
|G_1^r|^2=|g|^2\{1+2\,\mathrm{Re}(g\Sigma^r)\}+O(\gamma^2).
\end{equation}
The relation $g(-E)=-g(E)^*$ makes $\mathrm{Re}[g(g_-+g_+)]$ even and $\mathrm{Re}[g(g_--g_+)]$ odd. The coefficients of $g_-$ and $g_+$ in $\Sigma^r$ differ by $\gamma(1-2f)$; half of this multiplies $g_--g_+$, and the factor 2 restores it. Thus $L=\gamma^2(\Gamma_L\Gamma_R/\Gamma)(1-2f)J+O(\gamma^3)$, where, because $g_--g_+=2\omega g_-g_+$,
\begin{equation}
J=\mathrm{Re}\int dE\,\frac{2\omega(a_+-a_-)}{(E^2+s^2)(E+is)(E-\omega+is)(E+\omega+is)} .
\end{equation}

Close the contour in the upper half-plane and put $D=\omega^2+4s^2$. The poles are at $is$ and $\mp\omega+is$.

At $E=is$, $a_\pm=2s/(\omega^2\pm2is\omega)$, so $a_+-a_-=-8is^2/(\omega D)$. The remaining factors are $1/(2is)^2=-1/(4s^2)$ and $2\omega/[(2is-\omega)(2is+\omega)]=-2\omega/D$. The residue is $-4i/D^2$, contributing $8\pi/D^2$.

At $E=-\omega+is$, $a_+$ has residue $-i$; at $E=\omega+is$, $-a_-$ has residue $+i$. Inserting the other factors gives
\begin{equation}
R_-=\frac{1}{2s(-\omega+2is)^2(-\omega+is)},\qquad
R_+=\frac{1}{2s(\omega+2is)^2(\omega+is)} .
\end{equation}
With $z=(\omega+2is)^2(\omega+is)$, $R_-=-1/(2sz^*)$, so $R_-+R_+=-i\,\mathrm{Im}z/(s|z|^2)$. Here $\mathrm{Im}z=s(\omega^2-4s^2)+4s\omega^2=s(5\omega^2-4s^2)$ and $|z|^2=D^2(\omega^2+s^2)$. Multiplying by $2\pi i$ and adding the first contribution,
\begin{equation}
J=\frac{2\pi}{D^2}\left[4+\frac{5\omega^2-4s^2}{\omega^2+s^2}\right]
=\frac{18\pi\omega^2}{D^2(\omega^2+s^2)} .
\end{equation}
Since $1-2f=(\Gamma_R-\Gamma_L)/\Gamma$ and $s=\Gamma/2$,
\begin{equation}
L=\gamma^2\frac{\Gamma_L\Gamma_R(\Gamma_R-\Gamma_L)}{\Gamma^2}
\frac{72\pi\omega^2}{(\omega^2+\Gamma^2)^2(4\omega^2+\Gamma^2)}+O(\gamma^3).
\label{closed}
\end{equation}
For $\Gamma_L\ne\Gamma_R$ and sufficiently small $\gamma>0$ this is nonzero, proving part (b). $\square$

The leading term is independent of $N$. It grows as $\omega^2$ for $\omega\ll\Gamma$ and falls as $\omega^{-4}$ for $\omega\gg\Gamma$. For $\Gamma_L=\Gamma_R$, $\Sigma^r(-E)=-\Sigma^r(E)^*$, so $|G_1^r|^2$ is even and (\ref{level}) vanishes at any $\gamma$: a balanced one-shot current can be an accident of symmetry.

If the Hermitian part of $\Sigma^r$ is dropped, the violation holds for every $\gamma>0$ when $\Gamma_L\ne\Gamma_R$. Then $|G_1^r|^2=[E^2+(\Gamma+\Gamma_s)^2/4]^{-1}$, and $\Gamma_s(E)-\Gamma_s(-E)=\gamma(1-2f)(a_--a_+)$. For $E>0$, $a_->a_+$, so after pairing $E$ with $-E$ the integrand in (\ref{level}) has the fixed sign of $1-2f$.

\section{Numerical example}

Both examples use the thermal phonon occupation at $k_BT=0.025$ eV, $N=0.0998$ for $\omega=0.06$ eV. The full leak, unlike its leading term, depends on $N$. For the level, take $\Gamma_L=0.05$, $\Gamma_R=0.15$, $\omega=0.06$ and $M=0.1$ eV. The first factor of (\ref{closed}), with $\gamma^2$, is $10^{-4}\times0.01875=1.875\times10^{-6}$ eV$^5$; the second is about $7874$ eV$^{-4}$. Their product is $0.0148$ eV. The full one-shot leak is $0.0049$ eV, three times smaller: $\gamma/s^2=1$ is outside the perturbative regime. At $\gamma=10^{-6}$ eV$^2$, direct quadrature divided by the leading term is $0.9999$. The self-consistent flow is $0.232$ eV on the program's energy window of $\pm4$ eV. Outside it the integrand is close to $\Gamma_L\Gamma_R/E^2$, and these tails add $2\Gamma_L\Gamma_R/(4\ \mathrm{eV})\approx0.004$ eV, giving $0.236$ eV. This value is fixed by conservation: the lead flows are $2\pi\Gamma_L(1-n)$ and $-2\pi\Gamma_Rn$ for level occupation $n$, so their balance gives $n=f$ and the ballistic flow $2\pi\Gamma_L\Gamma_R/\Gamma=0.2356$ eV at any coupling. The one-shot leak at $M=0.1$ eV is $2.1\%$ of this flow.

The second case is a four-site model chain with hopping $-0.4$ eV, site energies $0.15,0.05,-0.05,-0.15$ eV, and end broadenings $0.2$ and $0.4$ eV. The chemical potentials are $0.3$ and $-0.1$ eV, $k_BT=0.025$ eV, and each site has a mode with $\omega=0.06$ eV and $M=0.15$ eV. Because $H$ is held fixed, this example illustrates conservation and does not predict the current of a real device: an updated Hartree shift would move a site energy by $4M^2/\omega=1.5$ eV per unit change in its occupation per spin. The coupling is also strong, with $(M/\omega)^2=6.25$ and $M^2/\omega=0.375$ eV close to the hopping, so the self-consistent Born current serves below as a reference within the approximation, not as the exact current of the model. The ballistic current is $17.72\,\mu$A.

One Dyson solution gives $15.05\,\mu$A entering on the left and $15.56\,\mu$A leaving on the right. The excess of $0.508\,\mu$A is $3.4\%$ of the left current. Dividing by $2e/h=77.48\,\mu$A/eV gives $L=0.00656$ eV. The bonds carry $14.79$, $14.88$ and $14.79\,\mu$A. From left to right the sites therefore create $-0.26$, $0.09$, $-0.09$ and $0.77\,\mu$A, which add to the excess: the lead imbalance conceals part of the local error.

Self-consistency gives $15.45\,\mu$A at both leads and on every bond, with a lead sum of order $10^{-12}\,\mu$A. The integrand of (\ref{main}) still reaches $0.18$ in magnitude. The leak after successive iterations is $0.508$, $0.074$, $0.056$, $0.016\,\mu$A, so one further iteration does not always help much at this coupling. At weak coupling the tested powers of $M^2$ for the first three iterates are $1.99$, $2.97$ and $3.96$, in agreement with $n+1$.

Without the Hermitian part the current is $14.90\,\mu$A, conserved equally well but $3.6\%$ below the full self-consistent value. Conservation is thus no measure of accuracy. Replacing the site modes by bond modes of coupling $0.06$ eV gives balanced lead currents of $16.85\,\mu$A, while the bare hopping currents are $17.57$, $17.01$ and $17.59\,\mu$A, as the corollary permits. The numerical output lists the remaining checks.

\section*{Numbers as computed}
\begin{verbatim}
phonon energy 0.06 eV, kT 0.025 eV, occupation 0.09977
current per unit energy integral 2e^2/h: 77.4809 microA/eV
chain: sites 4, hopping amplitude -0.4 eV
chain onsite energies (eV): 0.15 0.05 -0.05 -0.15
chain lead broadenings L, R: 0.2, 0.4 eV
chain chemical potentials L, R: 0.3, -0.1 eV
chain local coupling: 0.15 eV
grid: -4.0 to 4.0 eV, step 0.0050 eV
ballistic lead currents L, R (microA): 17.71527 -17.71527
one-shot lead currents L, R (microA): 15.05425 -15.56217
one-shot bond currents 12, 23, 34 (microA): 14.79360 14.88010 14.78929
one-shot sum of lead currents: -0.507913 microA
one-shot |sum|/|left current|: 3.3739 %
self-consistent lead currents L, R (microA): 15.45060 -15.45060
self-consistent bond currents (microA): 15.45060 15.45060 15.45060
self-consistent sum of lead currents: -1.9e-12 microA
iterations to convergence: 25
leak after iteration 1: 5.0791e-01 microA
leak after iteration 2: 7.4268e-02 microA
leak after iteration 3: 5.5794e-02 microA
leak after iteration 4: 1.6318e-02 microA
leak after iteration 5: 6.2382e-03 microA
leak after iteration 6: 2.0675e-03 microA
largest |Tr[S<G>-S>G<]| at one energy, self-consistent: 0.18029 (dimensionless)
one-shot total balance error at any energy: 5.6e-16
no Hermitian part, lead currents (microA): 14.89776 -14.89776
no Hermitian part, sum: -4.1e-12 microA
bond coupling: 0.06 eV
bond coupling, lead currents (microA): 16.84689 -16.84689
bond coupling, bare hopping currents (microA): 17.56618 17.00742 17.59267
equilibrium one-shot leak: 5.7e-17 microA
weak couplings squared for order test: 0.0004, 0.0002 eV^2
leak order in coupling squared, iterates 1,2,3: 1.99050 2.96923 3.96269
relative current change on wider finer grid: 1.3e-06
level: broadenings L, R 0.05, 0.15 eV, coupling 0.1 eV
level: quadrature/closed form at g=1e-06 eV^2: 0.999857
level: same ratio with occupation 1: 0.999642
level: leading-order leak: 1.476435e-02 eV
level: full one-shot leak: 4.862226e-03 eV
level: leak without Hermitian part: 3.391598e-03 eV
level: leak for equal broadenings 0.1 eV: -7.1e-18 eV
level: self-consistent lead flows L, R (eV): 0.23187 -0.23187
level: self-consistent sum of flows: -1.5e-15 eV
\end{verbatim}
